# Symmetry Blocks of the GF Problem and Methane's Five Harmonic Constants

Suppose one wants the harmonic force field of methane from its vibrational frequencies. Four bond lengths and six bond angles describe the distortions, and a symmetric \(10\times10\) force-constant matrix has 55 entries. Equating entries that symmetry makes equal still leaves seven constants. A fit of these seven cannot succeed, however good the data: two combinations can be changed at will without moving any frequency of any isotopologue, because the six angles are not independent. Nor do the four distinct frequencies of CH\(_4\) suffice for the constants that remain. One needs to know which constants exist and which frequencies each can affect.

## The problem and the claim

Consider a nonlinear molecule of \(N\) atoms at a stationary point of its potential, in a nondegenerate electronic state. Let \(x\) hold the \(3N\) small Cartesian displacements and \(M\) the diagonal mass matrix. Let \(s=Bx\) be the changes of internal coordinates that span all vibrations. To second order

\[
2T=\dot x^TM\dot x,\qquad 2V=s^TFs=x^TB^TFBx .
\]

The equation of motion is \(M\ddot x=-B^TFBx\). With \(x=\xi\cos\omega t\) and \(\lambda=\omega^2\),

\[
M^{-1}B^TFB\,\xi=\lambda\xi .
\]

Multiplying by \(B\) and writing \(l=B\xi\) gives Wilson's equation,

\[
GF\,l=\lambda l,\qquad G=BM^{-1}B^T. \tag{1}
\]

Conversely, if (1) holds with \(\lambda\neq0\), put \(\xi=M^{-1}B^TFl\). Then \(B\xi=\lambda l\neq0\), and \(M^{-1}B^TFB\xi=\lambda\xi\). The nonzero roots therefore agree even when the internal coordinates are redundant.

A symmetry operation \(R\) acts on \(x\) by an orthogonal matrix \(P\), and on \(s\), taken as a set closed under the symmetry, by an orthogonal matrix \(T\) that permutes equivalent coordinates. Out-of-plane coordinates, which planar molecules require, may also change sign. Distorting and then rotating gives the same coordinates as rotating and then distorting, so \(BP=TB\).

The claim has two parts. In symmetry coordinates, \(F\) and \(G\) split into one small block per species \(\gamma\), repeated \(d_\gamma\) times, where \(d_\gamma\) is the degeneracy. The number of independent harmonic constants is

\[
K=\sum_\gamma \tfrac12 n_\gamma(n_\gamma+1), \tag{2}
\]

where \(n_\gamma\) counts the occurrences of \(\gamma\) among the \(3N-6\) vibrations. Formula (2) requires each species to be *real*: its matrices are real and stay irreducible when complex combinations are allowed. All species of \(T_d\) are of this kind.

## First derivation: the blocks

**Invariance.** Take first \(3N-6\) independent internal coordinates. If the bonds and angles are redundant, choose orthonormal combinations of them that span the range of \(B\). Because \(TB=BP\), \(T\) carries this range into itself, so on these combinations it remains orthogonal, though no longer a permutation. The potential is unchanged by \(R\), so \(TFT^T=F\). If equivalent atoms have equal masses, \(P\) commutes with \(M\), and

\[
TGT^T=TBM^{-1}B^TT^T=BPM^{-1}P^TB^T=G .
\]

Choose an orthogonal \(U\) such that \(S=Us\) transforms by species matrices \(D^\gamma(R)\), with the partners of every copy of a species oriented alike. Let \(X\) be the part of \(UFU^T\) that joins one copy of \(\gamma\) to one copy of \(\delta\). Invariance reads

\[
D^\gamma X=XD^\delta\quad\text{for every }R. \tag{3}
\]

**Different species do not mix.** Transposing (3) and using the inverse operation gives \(D^\delta X^T=X^TD^\gamma\). Hence \(XX^T\) commutes with every \(D^\gamma\). It is symmetric, so it has real eigenspaces, and each is carried into itself by the group. Irreducibility permits one eigenspace, so \(XX^T=c\,1\). Likewise \(X^TX=c'1\). If \(X\neq0\), both constants are nonzero and \(X\) is square and invertible; (3) then makes the two species equivalent. For different species \(X=0\).

**Copies of one species mix by a number.** Now let \(\gamma=\delta\). Both \(X\) and \(X^T\) commute with \(D^\gamma\), and so do the symmetric part \(X_s\) and the antisymmetric part \(X_a\). The eigenspace argument gives \(X_s=f\,1\). It also gives \(-X_a^2=X_a^TX_a=b^2\,1\). If \(b\neq0\), then \(J=X_a/b\) satisfies \(J^2=-1\), and its eigenspaces for \(\pm i\) split the species into two complex ones. A real species forbids this, so \(X=f\,1\).

The same argument applies to \(G\), and therefore

\[
UFU^T=\bigoplus_\gamma f^\gamma\otimes1_{d_\gamma},\qquad
UGU^T=\bigoplus_\gamma g^\gamma\otimes1_{d_\gamma},
\]
\[
\det(g^\gamma f^\gamma-\lambda1)=0 .
\]

Each root is repeated \(d_\gamma\) times. The matrix \(f^\gamma\) is symmetric and of size \(n_\gamma\), with \(n_\gamma(n_\gamma+1)/2\) entries. Every choice of these entries gives an invariant potential, so none is superfluous, and (2) follows. Stability restricts their values but not their number.

**Methane.** In the class order \(E,8C_3,3C_2,6S_4,6\sigma_d\), the numbers of unmoved atoms are \(5,2,1,1,3\). Each contributes the trace of \(R\) on a vector, \(3,0,-1,-1,1\). The Cartesian character is thus \(15,0,-1,-1,3\). Subtracting translations \((3,0,-1,-1,1)\) and rotations \((3,0,-1,1,-1)\) leaves

\[
\chi=(9,0,1,-1,3). \tag{4}
\]

Projection on the species gives

\[
n_{A_1}=\frac{9+3-6+18}{24}=1,\quad n_E=\frac{18+6}{24}=1,
\]
\[
n_{T_2}=\frac{27-3+6+18}{24}=2 .
\]

These account for \(1+2+6=9\) vibrations, so \(K=1+1+3=5\).

**Explicit coordinates.** Place the unit bond vectors \(e_1,\dots,e_4\) along \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\), \((-1,-1,1)\), each divided by \(\sqrt3\). Let \(r_i\) and \(\alpha_{ij}\) now denote changes of bond lengths and angles. One partner of each species is

\[
S_A=\tfrac12(r_1+r_2+r_3+r_4),
\]
\[
S_E=\tfrac12(\alpha_{12}+\alpha_{34}-\alpha_{13}-\alpha_{24}),
\]
\[
S_3=\tfrac12(r_1+r_2-r_3-r_4),\qquad S_4=\tfrac1{\sqrt2}(\alpha_{12}-\alpha_{34}).
\]

Both \(S_3\) and \(S_4\) transform as \(x\); their \(y\) and \(z\) partners follow by relabelling.

To find \(g\), attach to each coordinate the vectors that multiply the atomic displacements. A stretch \(r_i\) has \(e_i\) on hydrogen \(i\) and \(-e_i\) on carbon. For an angle, differentiate \(\cos\alpha_{ij}=e_i\cdot e_j\), with bond length \(r\). Hydrogen \(i\) receives \(t_{ij}/r\), where

\[
t_{ij}=\frac{\cos\alpha\,e_i-e_j}{\sin\alpha}
\]

is a unit vector perpendicular to \(e_i\). Carbon receives minus the sum of the two hydrogen vectors. With \(\cos\alpha=-1/3\) and \(\sin\alpha=2\sqrt2/3\), this is

\[
\frac{1-\cos\alpha}{r\sin\alpha}(e_i+e_j)=\frac{\sqrt2}{r}(e_i+e_j).
\]

Each element of \(g\) is a sum over atoms of scalar products of these vectors, weighted by inverse masses \(\mu_H\) and \(\mu_C\).

- For \(S_A\), the carbon vector vanishes because \(\sum e_i=0\). The hydrogens give \(4\cdot\frac14\), so \(g_A=\mu_H\).
- For \(S_E\), the carbon vectors cancel too. Hydrogen 1 has \((t_{12}-t_{13})/2r\). Since \(t_{12}\cdot t_{13}=(\cos\alpha-\cos^2\alpha)/\sin^2\alpha=-\frac12\), its square is \(3/4r^2\). Four hydrogens give \(g_E=3\mu_H/r^2\).
- For \(S_3\), carbon has \(-\frac12(e_1+e_2-e_3-e_4)=-(2/\sqrt3)\hat x\). For \(S_4\) it has \((e_1+e_2-e_3-e_4)/r=(4/\sqrt3)\hat x/r\), and each hydrogen vector has length \(1/\sqrt2r\).

At each hydrogen the stretch and bend vectors are perpendicular, so carbon alone couples the two:

\[
g_{33}=\mu_H+\tfrac43\mu_C,\qquad g_{34}=-\frac{8\mu_C}{3r},
\]
\[
g_{44}=\frac{2\mu_H+\frac{16}3\mu_C}{r^2}.
\]

In the determinant the \(\mu_C^2\) terms cancel:

\[
\det g=\frac{2\mu_H(\mu_H+4\mu_C)}{r^2}. \tag{5}
\]

It is positive, as are \(g_A\) and \(g_E\), so the nine coordinates are independent. For infinitely heavy carbon \(g_{34}\to0\). Stretch and bend then couple through \(f_{34}\) alone.

## The blocks evaluated

The force field was computed at the RHF/6-31G* level with spherical d functions, at that level's own bond length \(r=1.0837\) Å. The level omits electron correlation, its basis is finite, and the frequencies are harmonic, so they are not measured values. The digits below belong to this level alone: the larger basis 6-311G** lowers the four wavenumbers by 35 to 44 cm\(^{-1}\) and the diagonal constants by 3 to 5 %, and MP2 correlation in the 6-31G* basis lowers the wavenumbers by 50 to 84 cm\(^{-1}\). No symmetry was imposed on the second derivatives. Their projection on the nine coordinates gave

\[
f_A=6.0569,\quad f_{33}=5.8646\quad(\text{aJ/Å}^2),
\]
\[
f_E=0.6746,\quad f_{44}=0.6451\quad(\text{aJ}),
\]

and \(f_{34}=0.2191\) aJ/Å. A test rebuilt the whole \(15\times15\) Cartesian matrix from these five numbers. The largest absolute difference from the original was \(1.8\times10^{-8}\) aJ/Å\(^2\).

With masses in u, the elements of \(g\) are \(g_A=0.99224\), \(g_E=2.53456\), \(g_{33}=1.10335\), \(g_{34}=-0.20506\) and \(g_{44}=2.06814\), with lengths in Å. The wavenumber is \(1302.79\sqrt\lambda\) cm\(^{-1}\) when \(\lambda\) is in aJ/(u Å\(^2\)). The single blocks give

\[
\lambda_A=0.99224\times6.0569=6.010,
\]
\[
\lambda_E=2.53456\times0.6746=1.710,
\]

or 3194 and 1704 cm\(^{-1}\). For \(T_2\), the sum and product of the roots are

\[
\begin{aligned}
\lambda_++\lambda_-&=g_{33}f_{33}+2g_{34}f_{34}+g_{44}f_{44}\\
&=6.471-0.090+1.334=7.715,\\
\lambda_+\lambda_-&=\det g\,\det f=8.366 .
\end{aligned}
\]

Thus \(\lambda_\pm=\frac12(7.715\pm\sqrt{7.715^2-4\times8.366})\), which is 6.410 and 1.305. The wavenumbers are 3298 and 1488 cm\(^{-1}\). A test confirmed all four values against direct diagonalization in Cartesian coordinates.

The symmetric stretch has the larger stretching constant but the lower frequency of the two stretches. The reason lies in \(g\): carbon is at rest in \(S_A\) but moves in \(S_3\). This raises the inverse effective mass from 0.992 to 1.103 u\(^{-1}\) and outweighs the smaller \(f_{33}\).

**Four frequencies do not determine five constants.** The \(A_1\) and \(E\) frequencies fix \(f_A\) and \(f_E\), but two \(T_2\) frequencies cannot fix three constants. Set \(f_{34}=0\) and keep \(\det f\) unchanged. Then \(f_{44}=\det f/f_{33}\), and keeping the sum of roots requires

\[
g_{33}f_{33}^2-(\lambda_++\lambda_-)f_{33}+g_{44}\det f=0 .
\]

The larger root is \(f_{33}=5.7813\) aJ/Å\(^2\), with \(f_{44}=0.6461\) aJ. This second field reproduces all four CH\(_4\) frequencies. For CD\(_4\) the original field gives \(T_2\) levels at 2444 and 1124 cm\(^{-1}\), the second field 2461 and 1116 cm\(^{-1}\).

Of the four CD\(_4\) frequencies, one carries new information. Those of \(A_1\) and \(E\) scale by \(\sqrt{\mu_D/\mu_H}\) whatever the force constants. By (5), the product of the \(T_2\) frequencies scales by

\[
\left[\frac{\mu_D(\mu_D+4\mu_C)}{\mu_H(\mu_H+4\mu_C)}\right]^{1/2}=0.5597 .
\]

The new datum is the sum of the \(T_2\) roots. Together with the CH\(_4\) data it gives two linear equations and one quadratic equation for \(f_{33},f_{34},f_{44}\), so two solutions may remain.

## Second derivation: counting invariants

The number can be found without constructing symmetry coordinates. Let the group act on the vibrations by orthogonal matrices \(D(R)\) with character \(\chi(R)\). A harmonic potential is a symmetric matrix \(Q\), and \(R\) changes it to \(DQD^T\). Averaging over the \(h\) operations projects every \(Q\) onto the invariant ones, so the number of independent invariants is the trace of this average.

To take the trace over symmetric matrices, first symmetrize:

\[
Q_{ij}\mapsto\sum_{kl}D_{ik}D_{jl}\,\tfrac12(Q_{kl}+Q_{lk}).
\]

The coefficient of \(Q_{ij}\) in its own image is \(\frac12(D_{ii}D_{jj}+D_{ij}D_{ji})\). Summing over \(i,j\) gives

\[
K=\frac1h\sum_R\tfrac12\left[\chi(R)^2+\chi(R^2)\right]. \tag{6}
\]

With a minus sign between the two terms, the same formula counts antisymmetric invariants.

For methane, \(R^2\) lies in the classes \(E,C_3,E,C_2,E\). From (4), \(\chi(R^2)=(9,0,9,1,9)\), and

\[
K=\frac{90+8\cdot0+3\cdot10+6\cdot2+6\cdot18}{2\cdot24}=\frac{240}{48}=5 .
\]

**Recovering the general formula.** Write \(\chi=\sum n_\gamma\chi_\gamma\). For real species, character orthogonality makes the average of \(\chi^2\) equal to \(\sum n_\gamma^2\). Let \(\nu_\gamma\) be the average of \(\chi_\gamma(R^2)\). One copy of \(\gamma\) has \(\frac12(1+\nu_\gamma)\) symmetric and \(\frac12(1-\nu_\gamma)\) antisymmetric invariants, one in total. The unit matrix is a symmetric invariant, so it is that one, and \(\nu_\gamma=1\). Equation (6) becomes \(\frac12\sum(n_\gamma^2+n_\gamma)\), which is (2).

**Starting from all ten coordinates.** Bonds and angles are permuted, so their character counts those left in place: \((10,1,2,0,4)\). Relative to (4) it exceeds by 1 in every class, which is one extra \(A_1\). Equation (6) now gives

\[
\frac{110+8\cdot2+3\cdot14+6\cdot2+6\cdot26}{48}=\frac{336}{48}=7 .
\]

These are the seven valence constants: \(f_r\) and \(f_{rr}\) for stretches; \(f_{r\alpha}\) and \(f_{r\alpha}'\) for a stretch with an angle that contains or omits the bond; and \(f_\alpha,f_{\alpha\alpha},f_{\alpha\alpha}'\) for an angle with itself, with an angle sharing a bond, and with the opposite angle.

The extra coordinate comes from geometry. Four vectors in three dimensions are linearly dependent, so the matrix \(A_{ij}=e_i\cdot e_j\) keeps a zero eigenvalue. At the tetrahedron its null vector is \(v=\frac12(1,1,1,1)\), and its other three eigenvalues are \(4/3\). To first order the zero eigenvalue changes by

\[
v^T\delta A\,v=\tfrac12\sum_{i<j}\delta\cos\alpha_{ij}=-\tfrac12\sin\alpha\sum_{i<j}\alpha_{ij}.
\]

This must vanish, so \(\sum\alpha_{ij}=0\). Let \(u\) be the unit vector along this sum, so that \(B^Tu=0\).

Which invariant \(F\) contribute nothing? The condition \(B^TFB=0\) says that \(F\) vanishes as a quadratic form on the range of \(B\), which is everything perpendicular to \(u\). Hence \(F=uc^T+cu^T\) for some vector \(c\). Since \(Fu=c+(c\cdot u)u\), and both \(F\) and \(u\) are invariant, \(c\) must be invariant. The ten coordinates contain \(A_1\) twice, so \(c\) has two free components. Two of the seven constants are void, and \(7-2=5\).

Inserting the valence constants into the explicit coordinates gives the five that survive:

\[
f_A=f_r+3f_{rr},\qquad f_{33}=f_r-f_{rr},
\]
\[
f_E=f_\alpha-2f_{\alpha\alpha}+f_{\alpha\alpha}',\qquad f_{44}=f_\alpha-f_{\alpha\alpha}',
\]
\[
f_{34}=\sqrt2(f_{r\alpha}-f_{r\alpha}').
\]

The stretching constants are individually determined: \(f_r=(f_A+3f_{33})/4=5.913\) and \(f_{rr}=(f_A-f_{33})/4=0.048\) aJ/Å\(^2\). As a small difference, \(f_{rr}\) is sensitive to the level: MP2 in the same basis gives 0.015 aJ/Å\(^2\). The constants involving angles are determined only in combinations.

**A linear term adds no constant.** Because \(\sum\alpha_{ij}\) vanishes to first order, the potential may contain \(\tau\sum\alpha_{ij}\) even at a stationary point. Its effect is of second order. With \(q_i=\sum_{j\neq i}\delta\cos\alpha_{ij}\), one has \(v^T\delta A\,v=\frac14\sum_iq_i\) and \((\delta A\,v)_i=\frac12q_i\). The second-order shift of the zero eigenvalue is the sum of the squared components of \(\delta A\,v\) along the other three eigenvectors, divided by \(-4/3\). The component along \(v\) is itself of second order, so its square is negligible and the sum equals \(\frac14\sum_iq_i^2\). Requiring the eigenvalue to stay zero gives

\[
\tfrac14\sum_iq_i-\tfrac34\cdot\tfrac14\sum_iq_i^2=0 .
\]

Insert \(\delta\cos\alpha_{ij}=-\frac{2\sqrt2}3\alpha_{ij}+\frac16\alpha_{ij}^2\) and let \(a_i=\sum_{j\neq i}\alpha_{ij}\):

\[
-\tfrac{4\sqrt2}3\sum_{i<j}\alpha_{ij}+\tfrac13\sum_{i<j}\alpha_{ij}^2=\tfrac23\sum_ia_i^2,
\]
\[
\sum_{i<j}\alpha_{ij}=\frac{1}{4\sqrt2}\Big[\sum_{i<j}\alpha_{ij}^2-2\sum_ia_i^2\Big].
\]

For \(S_E=1\), the bracket is 1 because every \(a_i=0\). For \(S_4=1\), each \(a_i^2=\frac12\) and the bracket is \(1-4=-3\). Since \(f\) is defined through \(2V\), the tension adds \(\tau/2\sqrt2\) to \(f_E\) and \(-3\tau/2\sqrt2\) to \(f_{44}\). It shifts two existing constants and creates no sixth. The relations above between \(f_E,f_{44}\) and the valence constants are for \(\tau=0\).

## What each derivation assumes

Both derivations need a quadratic potential invariant under the group. At a nonstationary geometry, forces enter the Cartesian second derivatives, and \(B^TFB\) alone no longer represents them.

**Masses.** The count concerns \(F\) and assumes nothing about masses. The blocking of \(GF\) requires equivalent atoms to have equal masses. CH\(_3\)D separates the two. Its five force constants are those of CH\(_4\), but with deuterium at position 1 an element appears between \(S_A\) and \(S_3\):

\[
\tfrac14(\mu_D+\mu_H-\mu_H-\mu_H)=\tfrac14(\mu_D-\mu_H)=-0.124\ \text{u}^{-1}.
\]

The \(T_d\) blocks are lost, and the computed spectrum has six distinct levels instead of four.

**Real species.** The first derivation uses this assumption to exclude \(J\); the second uses it in the average of \(\chi^2\). Equation (6) itself does not need it. For a complex-conjugate pair treated as one real two-dimensional species, such as \(E\) of \(C_3\), \(J\) is allowed. Antisymmetric \(2\times2\) matrices are multiples of one matrix, so each coupling between two different copies has two parameters. A diagonal part is symmetric and has one. The pair contributes

\[
n+2\cdot\frac{n(n-1)}2=n^2 .
\]

Methane's nine vibrations show the difference. Under \(C_{3v}\) they form \(3A_1+3E\), with \(6+6=12\) constants. Under \(C_3\) they form \(3A+3E\), with \(6+9=15\). Direct construction of the invariant matrices confirmed both counts. A free molecule with \(C_{3v}\) geometry has the mirror planes in its potential as well, so the larger count would need surroundings that keep the threefold axis but remove the molecule's mirror planes. Such surroundings also hinder translation and rotation and couple them to the vibrations. The full count then runs over all 15 displacements, \(5A+5E\) with \(15+25=40\) constants, and the count of 15 covers the vibrational block alone.

**Coordinates.** The first derivation needs explicit, consistently oriented partners and returns the matrices that yield frequencies. The second needs characters alone and returns a number. If redundant coordinates are used, the first removes the redundancy before forming blocks, while the second counts all invariants and then subtracts the void ones. The numerical output following the text gives both counts and the computed force field.

## Values computed for the example and the checks

```
Level: RHF/6-31G*, spherical d, harmonic
Vibrational species: {'A1': 1, 'A2': 0, 'E': 1, 'T1': 0, 'T2': 2}
Species of 10 internal coordinates: {'A1': 2, 'A2': 0, 'E': 1, 'T1': 0, 'T2': 2}
Invariant forms, 10 coordinates: 7
Independent Hessians from them: 5
Invariant forms, 9 vibrations: 5
Count from characters: 5.000000
C3v: 3 A1 + 3 E, constants: 12
C3: 3 A + 3 E pairs, constants: 15
Tension shift of f_E / tau: 0.353553
Tension shift of f44 / tau: -1.060660
Bond length: 1.08372 angstrom
Masses C, H, D: 12.00000 1.00783 2.01410 u
Wavenumber factor: 1302.791 cm^-1/sqrt(aJ/(u A^2))
f_A: 6.05692 aJ/A^2
f_E: 0.67460 aJ
f33: 5.86456 aJ/A^2
f34: 0.21908 aJ/A
f44: 0.64507 aJ
f_r: 5.91265 aJ/A^2
f_rr: 0.04809 aJ/A^2
f_alpha - f_alphaalpha: 0.65984 aJ
f_ralpha - f_ralpha': 0.15491 aJ/A
g_A (CH4): 0.992236 1/u
g_E (CH4): 2.534564 1/(u A^2)
g33 (CH4): 1.103347 1/u
g34 (CH4): -0.205055 1/(u A)
g44 (CH4): 2.068138 1/(u A^2)
T2 trace (CH4): 7.71489 aJ/(u A^2)
T2 determinant (CH4): 8.36590 (aJ/(u A^2))^2
Largest block deviation: 3.3e-09 (aJ, A, rad)
Largest Hessian rebuild error: 1.8e-08 aJ/A^2
Frequency order: A1, E, upper T2, lower T2
CH4: 3193.8 1703.5 3298.3 1488.4 cm^-1
CD4: 2259.2 1205.0 2443.6 1124.4 cm^-1
Alternative f33: 5.78127 aJ/A^2
Alternative f34: 0.00000 aJ/A
Alternative f44: 0.64606 aJ
Alternative CH4: 3193.8 1703.5 3298.3 1488.4 cm^-1
Alternative CD4: 2259.2 1205.0 2461.3 1116.3 cm^-1
T2 product ratio CD4/CH4: 0.559688
CH3D G coupling A1-T2 stretch: -0.123934 1/u
CH3D distinct levels: 6
CH3D: 1310.6 1481.3 1640.7 2394.2 3223.9 3298.1 cm^-1
```
